Ion Energy Spread in a Uniform-Field Radio-Frequency Sheath

In plasma-enhanced deposition, ions gain most of their impact energy in the sheath above the substrate. If the sheath voltage oscillates, ions that enter at different moments arrive with different energies. This problem finds the width of that energy distribution and the conditions under which a simple law for it holds.

**Model.** The sheath occupies 0 < x < s, with its plasma edge at x = 0 and the substrate at x = s. Its thickness is fixed, its field is uniform, and there are no collisions. The potential drop at time t is V0 + V1 sin φ, where φ = ωt and V0 and V1 are positive. Singly charged positive ions of mass M start at rest from x = 0, at a constant rate, so that all entry phases φ0 are equally likely. "Width" means the highest impact energy minus the lowest. The equations are in SI form, and energies are quoted in eV.

**(a) Find the speed and position of an ion at time τ after entry.**

**Solution.** The force is e(V0 + V1 sin φ)/s, with φ = φ0 + ωτ. Define

a0 = eV0/(Ms),  w = eV1/(Msω).

Here a0 is the steady acceleration and w is a speed, the amplitude of the ion's oscillation. Newton's law becomes

d²x/dτ² = a0 + wω sin(φ0 + ωτ).

The integral of ω sin(φ0 + ωτ) from 0 to τ is cos φ0 − cos φ. Since the ion starts at rest,

u = a0τ + w cos φ0 − w cos φ.

A second integration, with x = 0 at τ = 0, gives

x = a0τ²/2 + wτ cos φ0 − (w/ω)(sin φ − sin φ0).

The constant term w cos φ0 arises because the oscillating part of the speed must cancel at entry. The ion thus remembers its entry phase as a shift of its drift speed.

**(b) Eliminate the flight time and relate the drift speed at the wall to the entry and impact phases.**

**Solution.** Call the non-oscillating part of the speed

D = a0τ + w cos φ0, so that u = D − w cos φ.

Squaring D gives

D² = 2a0(a0τ²/2 + wτ cos φ0) + w² cos²φ0.

By the position equation, the bracket equals x + (w/ω)(sin φ − sin φ0). At the wall x = s and φ = φ1. With v² = 2a0s = 2eV0/M,

D1² = v² + w² cos²φ0 + (2a0w/ω)(sin φ1 − sin φ0).

This is exact within the model. The speed v is the impact speed in the steady field alone. The corresponding transit time is T = v/a0 = 2s/v. Let

r = V1/V0,  θ = ωT = 2ωs/v.

Then a0/(ωv) = 1/θ. Since w = r a0/ω, also w/v = r/θ. Dividing by v²,

(D1/v)² = 1 + [r² cos²φ0 + 2r(sin φ1 − sin φ0)]/θ².

The entry shift w cos φ0 is of first order in 1/θ, yet no first-order term survives in D1. An ion with a larger initial drift reaches the wall sooner and is accelerated for a shorter time. To this order the two effects cancel.

**(c) Find the width for θ ≫ 1 and r ≤ 1.**

**Solution.** First, the positive root for D1 must be justified. For r ≤ 1 the acceleration is at most 2a0, so s ≤ a0τ1², where τ1 is the flight time. Because T² = 2s/a0, this means τ1 ≥ T/√2 and a0τ1 ≥ v/√2. For large θ this exceeds w = vr/θ, so D1 is positive.

The square bracket in (b) lies between −4r and 4r + r². Hence

D1 = v[1 + O(r/θ²)].

The impact energy is E1 = M(D1 − w cos φ1)²/2. Dividing by eV0 = Mv²/2,

E1/(eV0) = [D1/v − (r/θ) cos φ1]² = 1 − (2r/θ) cos φ1 + O(r/θ²).

It remains to show that every impact phase occurs. For r ≤ 1 the acceleration is never negative, and it vanishes at most at isolated instants. The ion therefore moves forward throughout its flight and meets the wall once, at nonzero speed, so φ1 varies continuously with φ0. Raising φ0 by 2π repeats the same flight one period later and raises φ1 by 2π. By continuity φ1 takes all values in between, and cos φ1 reaches both −1 and +1. The width is

ΔE = (4r/θ) eV0 [1 + O(1/θ)].

Inserting r = V1/V0 and θ = 2ωs/v,

ΔE = [2eV1 v/(ωs)] [1 + O(1/θ)].

The result can be read as 2Mvw: an oscillation of speed ±w rides on a drift v, and the difference of the squared speeds is 4vw. At fixed s, V0 and V1, the width falls as 1/ω and as 1/√M.

The small parameter is 1/θ, so V1 may be as large as V0. Numerical integration of Newton's law (fourth-order Runge–Kutta, 720 equally spaced entry phases) shows this. For r = 0.1 the width divided by 2eV1v/(ωs) is 1.070, 0.982 and 0.999 at θ = 10, 40 and 160. For r = 1 it is 1.055, 0.986 and 0.999. For r > 1 the force reverses during part of the cycle and can turn a slow ion back at the edge, so the argument above no longer applies.

**(d) How are the ions distributed between the two ends, and is v their mean impact speed?**

**Solution.** From the definition of D, a0τ1 = D1 − w cos φ0. Multiplying by ω/a0 = θ/v,

ωτ1 = θD1/v − r cos φ0 = θ − r cos φ0 + O(r/θ).

Thus φ1 ≈ φ0 + θ − r cos φ0, and dφ1/dφ0 ≈ 1 + r sin φ0. Entry phases are uniform, so the density of impact phases is

P(φ1) ≈ 1/[2π(1 + r sin φ0)].

For r ≪ 1 this is uniform. Each energy inside the band then comes from two impact phases, and |dE1/dφ1| = (ΔE/2)|sin φ1|. Therefore

P(E1) = 1/{π √[(ΔE/2)² − (E1 − eV0)²]}.

This distribution has a peak at each end. The outermost tenths of the band together hold a fraction 2 arccos(0.8)/π = 0.410 of the ions. When r is not small, arrivals bunch in phase and the two peaks are in general unequal. Which peak gains depends on θ, because θ fixes the entry phases that feed each end.

The mean impact speed is v − w⟨cos φ1⟩ up to terms of relative order r/θ². It therefore equals v with a relative error O(r/θ). The leading correction for small r follows from

cos(φ0 + θ − r cos φ0) ≈ cos(φ0 + θ) + r cos φ0 sin(φ0 + θ).

The first term averages to zero over φ0, and the second to (r/2) sin θ. Hence ⟨cos φ1⟩ ≈ (r/2) sin θ. The energy formula of (c) drops terms of order r/θ², but their part linear in r is sinusoidal in φ0 and averages to zero, which leaves only terms of order r²/θ². For θ ≫ 1, r ≪ 1 and sin θ not close to zero, the formula therefore gives

⟨E1⟩ − eV0 ≈ −eV0 (r²/θ) sin θ.

When r is not small, averaging cos(φ0 + θ − r cos φ0) without expanding replaces r/2 by the Bessel function J1(r), which lowers the shift by about 12% at r = 1.

**(e) For weak modulation, r ≪ 1, find the width at any frequency.**

**Solution.** The impact energy is the work done by the field. The steady part does work eV0 whatever the timing of the flight. The rest is

E1 − eV0 = (eV1/s) ∫ sin(φ0 + ωτ) u dτ, from 0 to τ1.

This already carries one factor V1. To first order, u and τ1 may therefore be replaced by their unmodulated values a0τ and T. Let

I = ∫ a0τ exp(iωτ) dτ, from 0 to T.

The energy shift is (eV1/s) times the imaginary part of exp(iφ0) I. As φ0 varies, that part runs from −|I| to |I|, so ΔE = 2eV1|I|/s. Integrating by parts, with a0T = v,

I = v exp(iθ)/(iω) + (a0/ω²)[exp(iθ) − 1].

Since a0/ω = v/θ, taking out v/ω gives |I| = (v/ω)F, where

F = |1 + (i/θ)[1 − exp(−iθ)]|.

The real part inside the modulus is 1 − sin θ/θ, and the imaginary part is (1 − cos θ)/θ. Adding their squares,

F² = 1 − 2 sin θ/θ + 2(1 − cos θ)/θ²,

ΔE = [2eV1 v/(ωs)] F.

At large θ, F ≈ 1 − sin θ/θ, so the law of (c) is approached through a decaying oscillation. At small θ, use sin θ/θ ≈ 1 − θ²/6 and 2(1 − cos θ)/θ² ≈ 1 − θ²/12. Then F² ≈ θ²/3 − θ²/12 = θ²/4, and F ≈ θ/2. The prefactor is 4eV1/θ, so ΔE → 2eV1. This is the quasi-static limit, in which each ion crosses at a nearly constant voltage. The high-frequency law, used there, would diverge instead.

**(f) What changes if ions enter with speed u0, or if the field is not uniform?**

**Solution.** Take r ≪ 1 again. With entry speed u0 in the uniform field, u = u0 + a0τ, the impact speed is v1 = √(v² + u0²), and the flight phase is θ′ = ω(v1 − u0)/a0. The same integration by parts gives

|I| = |v1 exp(iθ′) − u0 + i(a0/ω)[exp(iθ′) − 1]|/ω.

At high frequency the a0/ω term drops out. The speed v in the law is then replaced by a value between v1 − u0 and v1 + u0, set by θ′. The law of (c) thus needs u0 ≪ v.

For an rf field f(x) sin φ, replace V1u/s in the work integral by f(x)u. Integration by parts leaves the end-point values of fu divided by ω, and a remaining integral that becomes negligible beside them as ω grows. If f(0)u0 ≪ f(s)v, the wall term dominates:

ΔE ≈ 2e f(s) v/ω.

The width is therefore set by the rf field at the wall. Two cases show what this implies.

If a Child-law potential, proportional to x^(4/3), keeps its thickness and scales with the voltage, then f(s) = 4V1/(3s) and the width is 4/3 of the uniform-field value.

If instead the ion density is frozen and the electron edge moves, a small displacement of the edge uncovers or covers charge at the edge alone. By Gauss's law the field then changes by the same amount throughout the sheath. That change times s must equal the voltage change, so f = V1/s. The uniform-field coefficient returns, whatever the steady profile, up to an entry term of relative order u0/v.

**(g) Evaluate the width for O2⁺ ions striking a biased substrate during plasma-enhanced deposition of a conducting oxide, and estimate what the model leaves out.** Take V0 = 100 V, V1 = 60 V, s = 1.5 mm and 13.56 MHz.

**Solution.** The ion mass is 5.313 × 10⁻²⁶ kg, so v = √(2eV0/M) = 24.56 km/s. The transit time is 2s/v = 122 ns. With ω = 8.520 × 10⁷ rad/s, θ = 10.4. The law gives

ΔE = 2 × 60 eV × (2.456 × 10⁴ m/s)/(8.520 × 10⁷ s⁻¹ × 1.5 × 10⁻³ m) = 23.1 eV,

or 3.69 × 10⁻¹⁸ J. Integrating the motion as in (c) gives 25.1 eV, with energies from 87.8 to 112.9 eV. The integrated width is 9% above the law. The weak-modulation factor of (e) is F = 1.09 at this θ, so the excess is the finite-frequency correction, although r = 0.6 is not small.

The mean impact speed is 1.018v and the mean energy is 103.8 eV. The estimate in (d), with sin θ = −0.83, gives a rise of 100 eV × 0.36 × 0.83/10.4 = 2.9 eV. This has the right sign and most of the size of the computed 3.8 eV. The peaks are unequal: the lowest tenth of the band holds 13% of the ions and the highest tenth 36%.

With all other parameters fixed, the frequency decides whether the law may be used:

- 0.4 MHz: law 782 eV, integrated motion 119.5 eV
- 2 MHz: law 156 eV, integrated motion 110.5 eV
- 13.56 MHz: law 23.1 eV, integrated motion 25.1 eV
- 60 MHz: law 5.21 eV, integrated motion 5.12 eV

The first integrated value is close to the quasi-static width 2eV1 = 120 eV.

To size the neglected effects, take an electron temperature Te of 3 eV and a sheath-edge density of 10¹⁰ cm⁻³. Ions then enter at about the Bohm speed √(Te/M) = 3.01 km/s, or 0.12v. Including it in the uniform field changes the integrated width from 25.1 to 25.7 eV. With the same entry speed, the fixed-thickness Child profile gives 31.3 eV. A moving electron edge over a uniform, frozen ion density gives 23.1 eV. In that last calculation the distance from edge to wall is s√(1 + r sin φ), and ions start 0.3s upstream of the edge position at voltage V0. Holding V0 across s then fixes the uniform density at 4.9 × 10⁹ cm⁻³, about half the stated edge density. Freezing the ions is a rough approximation here: ω is 3.65 times the ion plasma frequency at the sheath edge, so their density follows the voltage only in part. Taking that density as uniform is a further simplification, because accelerating ions thin out towards the wall.

These parameters are illustrative values for a low-pressure reactor. Choosing V0 and V1 independently requires a dc current path through the film and substrate. An insulating film or a blocking capacitor forces the average current to zero, so the sheath voltage must fall low enough in each cycle to let electrons through. Here it never falls below 40 V, about 13 times Te/e, and almost no electrons could cross. For an insulating film, V0 and V1 must therefore be found together. The chosen thickness is close to the dc Child-law value of 1.42 mm for the stated plasma at voltage V0; a strongly modulated rf sheath can be thicker. Real sheaths break the assumptions of uniform field and fixed thickness, and the alternatives above give widths from about 23 to 31 eV. Collisions matter too. At 10 mTorr and 400 K, a rough cross-section of 5 × 10⁻¹⁹ m² gives a mean free path of 8.3 mm. A fraction exp(−1.5/8.3) = 0.83 of the ions then crosses without a collision, and the computed band describes those ions. At 100 mTorr and the same temperature the mean free path would be 0.83 mm, shorter than the sheath, and the collisionless model would fail.
